# Transmission through a sech-squared channel barrier and its parabolic limit: a program that tests the result

```python
"""
Transmission through V(x) = V0 / cosh(x/a)^2 for mass m and energy E > 0:
    T = sinh(pi q)^2 / (sinh(pi q)^2 + cosh(pi mu)^2)
    q = k a, k = sqrt(2 m E)/hbar;  s = k0 a, k0 = sqrt(2 m V0)/hbar
    mu = sqrt(s^2 - 1/4), imaginary for s < 1/2.
Near the top of a wide barrier, with eps = (V0 - E)/(hbar omega) and
hbar omega = 2 V0/s, T tends to 1/(1 + exp(2 pi eps)).
Energies are in eV, lengths in nm, masses in electron masses.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp, quad, simpson
from scipy.optimize import brentq
from scipy.special import gamma

# 2 m_e / hbar^2 in 1/(eV nm^2)
WAVE = 2 * const.m_e * const.e * 1e-18 / const.hbar**2
KB = const.k / const.e


def strength(height, width, mass):
    return width * np.sqrt(WAVE * mass * height)


def exact_T(energy, height, width, mass):
    q = width * np.sqrt(WAVE * mass * np.asarray(energy, dtype=float))
    s = strength(height, width, mass)
    mu = np.sqrt(s**2 - 0.25 + 0j)
    top = np.sinh(np.pi * q)**2
    return top / (top + (np.cosh(np.pi * mu)**2).real)


def parabolic_T(energy, height, width, mass):
    quantum = 2 * height / strength(height, width, mass)
    return 1 / (1 + np.exp(2 * np.pi * (height - energy) / quantum))


def scatter(energies, mass, width, potential, right_edge=0.0):
    """Direct integration of the wave equation, from right to left."""
    E = np.atleast_1d(np.asarray(energies, dtype=float))
    n = len(E)
    c = WAVE * mass
    kl, kr = np.sqrt(c * E), np.sqrt(c * (E - right_edge))
    X = 12 * width
    wave = np.exp(1j * kr * X)
    start = np.concatenate([wave, 1j * kr * wave])

    def rhs(x, y):
        return np.concatenate([y[n:], c * (potential(x) - E) * y[:n]])

    sol = solve_ivp(rhs, (X, -X), start, method="DOP853",
                    rtol=1e-10, atol=1e-12, t_eval=[-X])
    assert sol.success
    psi, slope = sol.y[:n, -1], sol.y[n:, -1]
    incident = 0.5 * (psi + slope / (1j * kl)) * np.exp(1j * kl * X)
    reflected = 0.5 * (psi - slope / (1j * kl)) * np.exp(-1j * kl * X)
    t, r = 1 / incident, reflected / incident
    return t, r, kr / kl * np.abs(t)**2


def sech_barrier(height, width):
    return lambda x: height / np.cosh(x / width)**2


# Example inputs: rough values for a short silicon channel in the off state
V0, a, m, temp = 0.30, 5.0, 0.19, 300.0
s = strength(V0, a, m)
k0 = s / a
hw = 2 * V0 / s
kT = KB * temp

# The frequency from the curvature of the potential itself
h = 1e-3 * a
V = sech_barrier(V0, a)
curvature = (V(h) - 2 * V(0.0) + V(-h)) / h**2
hw_curvature = np.sqrt(-curvature * 2 / (WAVE * m))
assert abs(hw_curvature / hw - 1) < 1e-5

# The hypergeometric form satisfies the scaled wave equation
mp.mp.dps = 30
for s_test, q_test in ((2.3, 1.7), (0.3, 0.8)):
    nu = -mp.mpf(1) / 2 + mp.sqrt(mp.mpc(0.25 - s_test**2))
    iq = mp.mpc(0, q_test)

    def psi_hyp(y):
        z = 1 / (1 + mp.exp(2 * y))
        return ((4 * z * (1 - z))**(-iq / 2)
                * mp.hyp2f1(-iq - nu, -iq + nu + 1, 1 - iq, z))

    for y in (-1.2, 0.3, 1.0):
        y = mp.mpf(y)
        res = (mp.diff(psi_hyp, y, 2)
               + (q_test**2 - s_test**2 * mp.sech(y)**2) * psi_hyp(y))
        assert abs(res) < 1e-8 * abs(psi_hyp(y))

# Complex amplitudes and T against integration, wide and narrow barriers
worst = 0.0
for width in (0.3, 1.0, a):
    E = np.array([0.05, 0.15, 0.30, 0.45])
    t, r, T_num = scatter(E, m, width, sech_barrier(V0, width))
    s_w = strength(V0, width, m)
    iq = 1j * width * np.sqrt(WAVE * m * E)
    nu = -0.5 + np.sqrt(0.25 - s_w**2 + 0j)
    t_gam = (gamma(-iq - nu) * gamma(1 + nu - iq)
             / (gamma(1 - iq) * gamma(-iq)))
    r_gam = t_gam * gamma(1 - iq) * gamma(iq) / (gamma(1 + nu) * gamma(-nu))
    assert np.max(np.abs(t / t_gam - 1)) < 1e-5
    assert np.max(np.abs(r - r_gam)) < 1e-5
    assert np.max(np.abs(T_num + np.abs(r)**2 - 1)) < 1e-6
    worst = max(worst, np.max(np.abs(T_num / exact_T(E, V0, width, m) - 1)))
assert worst < 1e-5

# Near-top expansion against integrated scattering. The allowance holds the
# next terms of the expansions of q and of mu, with a factor 1.3 for the
# terms after them, plus 1e-5 for the integration error.
eps = np.array([-1.0, 0.0, 0.5, 1.0])
near_top = []
for s_w in (16.0, 32.0):
    width = s_w / k0
    E = V0 - eps * 2 * V0 / s_w
    _, r, T_num = scatter(E, m, width, sech_barrier(V0, width))
    log_ratio = np.log(np.abs(r)**2 / T_num)
    first = 2 * np.pi * eps + np.pi * (eps**2 - 0.25) / s_w
    next_q = np.pi * np.abs(eps)**3 / s_w**2
    next_mu = np.pi / (64 * s_w**3)
    allowed = 1.3 * (next_q + next_mu) + 1e-5
    assert np.all(np.abs(log_ratio - first) < allowed)
    near_top.append((s_w, log_ratio[3], first[3]))


# Inverted parabola: psi'' + (y^2 - 2 eps) psi = 0, matched to WKB waves
def inverted_parabola(e, Y=20.0):
    p = np.sqrt(Y**2 - 2 * e)
    psi = p**-0.5 + 0j
    start = [psi, (1j * p - Y / (2 * p**2)) * psi]
    sol = solve_ivp(lambda y, f: [f[1], (2 * e - y**2) * f[0]],
                    (Y, -Y), start, method="DOP853", rtol=1e-10, atol=1e-12)
    psi, slope = sol.y[:, -1]
    g = slope - Y / (2 * p**2) * psi
    return 1 / abs(np.sqrt(p) * 0.5 * (psi + g / (1j * p)))**2


parabola_rows = []
for e in (-0.5, 0.0, 0.5, 1.0):
    direct = inverted_parabola(e)
    law = 1 / (1 + np.exp(2 * np.pi * e))
    assert abs(direct / law - 1) < 1e-4
    parabola_rows.append((e, direct))


# Semiclassical exponent; alpha (1/eV) makes the band nonparabolic
def action(energy, alpha=0.0):
    turn = a * np.arccosh(np.sqrt(V0 / energy))

    def kappa(x):
        d = max(V(x) - energy, 0.0)
        return np.sqrt(WAVE * m * d * (1 - alpha * d))

    return 4 * quad(kappa, 0, turn, limit=200)[0]


E_mid = 0.15
act = action(E_mid)
assert abs(act / (2 * np.pi * s * (1 - np.sqrt(E_mid / V0))) - 1) < 1e-5
alpha = 0.5
act_np = action(E_mid, alpha)

# Where exact and parabolic transmissions cross below the top
cross = brentq(lambda e: float(exact_T(V0 - e * hw, V0, a, m)
                               - parabolic_T(V0 - e * hw, V0, a, m)), 0.2, 1.0)
assert abs(cross - 0.5) < 0.05
for e, sign in ((0.0, 1), (0.25, 1), (0.8, -1), (1.5, -1)):
    E = V0 - e * hw
    gap_T = exact_T(E, V0, a, m) - parabolic_T(E, V0, a, m)
    assert sign * gap_T > 0


# Thermal flux divided by the classical flux over the same barrier top
def enhancement(T_kelvin, mass):
    kt = KB * T_kelvin
    E = np.linspace(0, V0 + 40 * kt, 20001)
    return simpson(exact_T(E, V0, a, mass) * np.exp((V0 - E) / kt), x=E) / kt


def parabolic_enhancement(T_kelvin):
    u = hw / (2 * KB * T_kelvin)
    closed = u / np.sin(u)
    v = np.linspace(-40, 80, 40001)
    rate = 2 * np.pi * KB * T_kelvin / hw
    direct = simpson(np.exp(v - np.logaddexp(0, rate * v)), x=v)
    assert abs(direct / closed - 1) < 1e-5
    return closed


T_cross = hw / (2 * np.pi * KB)
assert T_cross < temp
enh, enh_par = enhancement(temp, m), parabolic_enhancement(temp)
hot = 400.0
enh_hot, enh_par_hot = enhancement(hot, m), parabolic_enhancement(hot)

# Drain drop, with the barrier top held at V0 above the source edge
drop = 0.5
A = brentq(lambda b: (4 * b - drop)**2 / (16 * b) - V0, drop / 4, 5.0)


def biased(x):
    return A / np.cosh(x / a)**2 - drop * 0.5 * (1 + np.tanh(x / a))


grid = np.linspace(-6 * a, 6 * a, 60001)
assert abs(np.max(biased(grid)) - V0) < 1e-6
E_grid = np.linspace(0.02, 0.70, 241)
weight = np.exp((V0 - E_grid) / kT) / kT
_, _, T_sym = scatter(E_grid, m, a, V)
_, _, T_bias = scatter(E_grid, m, a, biased, right_edge=-drop)
assert abs(simpson(T_sym * weight, x=E_grid) / enh - 1) < 1e-4
enh_bias = simpson(T_bias * weight, x=E_grid)
# 1 eV/nm is 10 MV/cm
field_sym = 10 * np.max(np.abs(np.gradient(V(grid), grid)))
field_bias = 10 * np.max(np.abs(np.gradient(biased(grid), grid)))

# Leakage of one spin-degenerate mode, drain injection left out
fermi = 0.05
G0 = 2 * const.e**2 / const.h
I_class = G0 * kT * np.exp(-(V0 - fermi) / kT) * 1e9
I_boltz = I_class * enh
E = np.linspace(0, V0 + 40 * kT, 20001)
occupation = np.exp(-np.logaddexp(0, (E - fermi) / kT))
I_fermi = G0 * simpson(exact_T(E, V0, a, m) * occupation, x=E) * 1e9

# Other neglected effects
heavy = 0.92
enh_heavy = enhancement(temp, heavy)
mobility = 200.0
v_th = np.sqrt(2 * const.k * temp / (np.pi * m * const.m_e))
path = 2 * kT * mobility * 1e-4 / v_th * 1e9
layer = a * np.arccosh(np.sqrt(V0 / (V0 - kT)))
backscatter = layer / (layer + path)
gap = 1.1
margin = gap - V0 - drop

print(f"barrier height V0 = {V0:.2f} eV")
print(f"length a = {a:.1f} nm")
print(f"full width at half height = {2*a*np.arccosh(np.sqrt(2)):.2f} nm")
print(f"transport mass = {m:.2f} electron masses")
print(f"temperature = {temp:.0f} K, kT = {kT:.5f} eV")
print(f"k0 = {k0:.4f} 1/nm")
print(f"s = k0 a = {s:.4f}, mu = {np.sqrt(s*s-0.25):.4f}")
print(f"hbar omega = {hw:.5f} eV")
print(f"hbar omega from curvature = {hw_curvature:.5f} eV")
print("E (eV), eps, T exact, T parabolic:")
for E in (0.05, 0.10, 0.15, 0.20, 0.25, 0.30, 0.35, 0.40):
    print(f"  {E:.2f}  {(V0-E)/hw:7.4f}  {exact_T(E, V0, a, m):.4e}"
          f"  {parabolic_T(E, V0, a, m):.4e}")
print(f"T at top from 1/2 + pi/(16 s) = {0.5 + np.pi/(16*s):.5f}")
print(f"largest relative error of T, formula/integration = {worst:.1e}")
print("eps = 1: s, ln(R/T) integrated, first-order formula:")
for row in near_top:
    print(f"  {row[0]:.0f}  {row[1]:.5f}  {row[2]:.5f}")
print(f"ln(R/T) in the limit, eps = 1: {2*np.pi:.5f}")
print("inverted parabola: eps, T integrated:")
for e, value in parabola_rows:
    print(f"  {e:.1f}  {value:.6f}")
print(f"exact and parabolic T cross at eps = {cross:.4f}")
print(f"crossing energy = {V0 - cross*hw:.4f} eV")
print(f"hbar omega/(2 pi k_B) = {T_cross:.1f} K")
print(f"flux/classical at {temp:.0f} K: exact {enh:.4f}")
print(f"flux/classical at {temp:.0f} K: parabola {enh_par:.4f}")
print(f"flux/classical at {hot:.0f} K: exact {enh_hot:.4f}")
print(f"flux/classical at {hot:.0f} K: parabola {enh_par_hot:.4f}")
print(f"source Fermi level above band edge = {fermi:.2f} eV")
print(f"one-mode leakage, classical = {I_class:.4f} nA")
print(f"one-mode leakage, exact T, Boltzmann = {I_boltz:.4f} nA")
print(f"one-mode leakage, exact T, Fermi = {I_fermi:.4f} nA")
print(f"Fermi/Boltzmann - 1 = {I_fermi/I_boltz - 1:.2e}")
print(f"drain drop = {drop:.2f} eV, sech2 amplitude = {A:.4f} eV")
print(f"flux/classical with drain drop = {enh_bias:.4f}")
print(f"peak field: no drop {field_sym:.3f}, drop {field_bias:.3f} MV/cm")
print(f"flux/classical for mass {heavy:.2f} = {enh_heavy:.4f}")
print(f"WKB exponent at {E_mid:.2f} eV, parabolic band = {act:.4f}")
print(f"same, nonparabolicity {alpha:.1f} 1/eV = {act_np:.4f}")
print(f"deep-tunnelling factor from nonparabolicity = {np.exp(act-act_np):.3f}")
print(f"mobility {mobility:.0f} cm2/Vs: mean free path = {path:.2f} nm")
print(f"kT layer = {layer:.2f} nm, backscattering = {backscatter:.3f}")
print(f"gap {gap:.1f} eV: band-to-band margin = {margin:.2f} eV")
print("PASS")
```

Output:

```
barrier height V0 = 0.30 eV
length a = 5.0 nm
full width at half height = 8.81 nm
transport mass = 0.19 electron masses
temperature = 300 K, kT = 0.02585 eV
k0 = 1.2231 1/nm
s = k0 a = 6.1157, mu = 6.0952
hbar omega = 0.09811 eV
hbar omega from curvature = 0.09811 eV
E (eV), eps, T exact, T parabolic:
  0.05   2.5482  1.5156e-10  1.1132e-07
  0.10   2.0386  1.0060e-07  2.7369e-06
  0.15   1.5289  1.4723e-05  6.7284e-05
  0.20   1.0193  9.8422e-04  1.6516e-03
  0.25   0.5096  3.8443e-02  3.9084e-02
  0.30   0.0000  5.3212e-01  5.0000e-01
  0.35  -0.5096  9.6111e-01  9.6092e-01
  0.40  -1.0193  9.9770e-01  9.9835e-01
T at top from 1/2 + pi/(16 s) = 0.53211
largest relative error of T, formula/integration = 6.0e-10
eps = 1: s, ln(R/T) integrated, first-order formula:
  16  6.44376  6.43045
  32  6.36001  6.35682
ln(R/T) in the limit, eps = 1: 6.28319
inverted parabola: eps, T integrated:
  -0.5  0.958577
  0.0  0.499999
  0.5  0.041424
  1.0  0.001864
exact and parabolic T cross at eps = 0.4799
crossing energy = 0.2529 eV
hbar omega/(2 pi k_B) = 181.2 K
flux/classical at 300 K: exact 1.9463
flux/classical at 300 K: parabola 2.0035
flux/classical at 400 K: exact 1.4550
flux/classical at 400 K: parabola 1.4388
source Fermi level above band edge = 0.05 eV
one-mode leakage, classical = 0.1264 nA
one-mode leakage, exact T, Boltzmann = 0.2461 nA
one-mode leakage, exact T, Fermi = 0.2460 nA
Fermi/Boltzmann - 1 = -4.21e-04
drain drop = 0.50 eV, sech2 amplitude = 0.5199 eV
flux/classical with drain drop = 2.8014
peak field: no drop 0.462, drop 1.155 MV/cm
flux/classical for mass 0.92 = 1.1450
WKB exponent at 0.15 eV, parabolic band = 11.2547
same, nonparabolicity 0.5 1/eV = 10.9516
deep-tunnelling factor from nonparabolicity = 1.354
mobility 200 cm2/Vs: mean free path = 8.38 nm
kT layer = 1.51 nm, backscattering = 0.153
gap 1.1 eV: band-to-band margin = 0.30 eV
PASS
```
